# End-State Splitting in SSH Chains of Coupled Surface Vacancies

## Problem

A scanning probe removes atoms one at a time from a surface layer and leaves a straight row of $2N$ vacancies. Each vacancy carries one localised orbital, and neighbouring orbitals are coupled by hopping. The spacings alternate, so the hoppings alternate too: $v, w, v, \dots, w, v$, with $v<w$. This is a Su–Schrieffer–Heeger (SSH) chain of $N$ two-site cells. The weak bond $v$ lies inside each cell and at both ends of the row, and the strong bond $w$ joins neighbouring cells.

Take $w=120$ meV and $v=60$ meV, so that $r=v/w=0.5$. The two levels nearest the middle of the spectrum are separated by $D_N$.

1. Estimate how $D_N$ depends on $N$.
2. Find $D_N$ exactly, and state when the two levels are end states.
3. Compare the two results for chains of 1 to 10 cells. What does one more cell do to the splitting?
4. Which effects outside the model would hide or change this behaviour?

Energies are measured from the on-site energy, taken equal for all vacancies. The orbitals are orthogonalised, and only nearest neighbours are coupled. Both hoppings are taken positive. This costs nothing, because the sign of any one bond in an open chain can be reversed by changing the sign of every orbital on one side of it. The spectrum is that of a single electron added to otherwise empty vacancy states.

## First estimate by scaling

Call the amplitudes on the first and second site of cell $n$ $a_n$ and $b_n$. In a very long chain, look for a state of zero energy that lives on the $a$ sites alone. The equation at site $b_n$ is then

$$0=v a_n+w a_{n+1},\qquad\text{so}\qquad a_{n+1}=-r\,a_n .$$

The amplitude shrinks by the factor $r$ per cell, and the state is bound to the left end. Its mirror image lives on the $b$ sites and is bound to the right end.

In a finite chain the two states are coupled. The left state, of order one at its own end, reaches the last cell with amplitude of order $r^{N-1}$. There the bond $v$ connects it to the last site, where the right state is of order one. The coupling is therefore about $v r^{N-1}=w r^N$. Two levels of equal energy split by twice their coupling, so

$$D_N\sim 2w\,r^N .$$

The estimate predicts a fixed factor $r$ per added cell. It treats "of order one" as one, so its prefactor is not to be trusted.

## Exact solution

**Site equations.** For $n=1,\dots,N$,

$$E a_n=v b_n+w b_{n-1},\qquad E b_n=v a_n+w a_{n+1},$$

with $b_0=0$ and $a_{N+1}=0$, because those sites do not exist. The value $E=0$ is excluded in a finite chain: the second equation at $n=N$ would give $a_N=0$, then $a_{N-1}=0$ and so on, and the first would remove all $b_n$ in the same way from the other end.

Multiply the first equation by $E$ and replace $Eb_n$ and $Eb_{n-1}$ by means of the second:

$$E^2a_n=v(va_n+wa_{n+1})+w(va_{n-1}+wa_n)$$

$$\phantom{E^2a_n}=(v^2+w^2)a_n+vw(a_{n-1}+a_{n+1}).$$

At $n=1$ this needs a fictitious amplitude $a_0$. The condition $b_0=0$ fixes it through $va_0+wa_1=0$.

**Solution inside the gap.** Try

$$a_n=(-1)^n\sinh[(N+1-n)\kappa],\qquad \kappa>0,$$

which vanishes at $n=N+1$ as required. Since $\sinh(x+\kappa)+\sinh(x-\kappa)=2\sinh x\cosh\kappa$, and both neighbours carry the opposite sign factor,

$$a_{n-1}+a_{n+1}=-2\cosh\kappa\;a_n .$$

The recursion is satisfied if

$$E^2=v^2+w^2-2vw\cosh\kappa=(w-v)^2-2vw(\cosh\kappa-1).$$

Such a state has $|E|<w-v$. Conversely, any energy in this range has a real $\kappa>0$, and the trial form is then the only solution of the recursion that vanishes at $N+1$, up to a factor.

The remaining condition $va_0+wa_1=0$ reads $v\sinh[(N+1)\kappa]-w\sinh(N\kappa)=0$, or

$$r=\frac{\sinh(N\kappa)}{\sinh[(N+1)\kappa]} .$$

**When a solution exists.** The logarithmic derivative of the right-hand side is

$$N\coth(N\kappa)-(N+1)\coth[(N+1)\kappa].$$

It is negative, because $x\coth x$ increases for $x>0$: its derivative is $(\tfrac12\sinh 2x-x)/\sinh^2x>0$. The right-hand side thus falls steadily from $N/(N+1)$ at $\kappa\to0$ to zero at $\kappa\to\infty$. There is one root if

$$r<\frac{N}{N+1}$$

and none otherwise. The root gives a true state, because inserting the condition on $r$ into the expression for $E^2$ yields $E^2=w^2\sinh^2\kappa/\sinh^2[(N+1)\kappa]>0$, so $E$ is real and nonzero and the second site equation supplies the $b_n$. Just below this limit $\kappa$ is small and the amplitude falls almost linearly along the row. The levels are well-localised end states only when $N\kappa$ is well above 1. For $r=0.5$ an in-gap pair needs at least two cells. With $N=1$ the levels are $\pm v=\pm60$ meV, which is the gap edge $w-v=60$ meV itself.

**Energy.** Reflection of the row exchanges $a_n$ with $b_{N+1-n}$. The levels are not degenerate, because the site equations fix every amplitude once the first is chosen. Each state is therefore even or odd, $b_n=\sigma a_{N+1-n}$ with $\sigma=\pm1$. The second site equation at $n=N$ becomes $E\sigma a_1=va_N$. With $|a_1|=\sinh(N\kappa)$ and $|a_N|=\sinh\kappa$,

$$|E|=\frac{v\sinh\kappa}{\sinh(N\kappa)}=\frac{w\sinh\kappa}{\sinh[(N+1)\kappa]},$$

where the last step uses the condition on $\kappa$. Changing the sign of all $b_n$ turns a state of energy $E$ into one of energy $-E$, so the levels form a pair and

$$D_N=\frac{2w\sinh\kappa}{\sinh[(N+1)\kappa]} .$$

**A case solved by hand.** For $N=2$ and $r=\tfrac12$, put $c=\cosh\kappa$. Then $\sinh3\kappa/\sinh2\kappa=(4c^2-1)/(2c)=2$, so $4c^2-4c-1=0$ and $c=(1+\sqrt2)/2$. Hence

$$E^2=w^2\left(\tfrac54-c\right)=\frac{w^2(3-2\sqrt2)}{4}=\frac{w^2(\sqrt2-1)^2}{4},$$

and $D_2=(\sqrt2-1)w=49.7$ meV.

**Long chains.** Let $x=e^{-\kappa}$. Writing out the hyperbolic sines gives

$$x=r\,\frac{1-x^{2N+2}}{1-x^{2N}},\qquad |E|=w\,\frac{x^N(1-x^2)}{1-x^{2N+2}} .$$

For large $N$ the first relation gives $x\to r$, and to the next order $x=r(1+\epsilon)$ with $\epsilon=(1-r^2)r^{2N}$. In the energy, $x^N$ contributes the relative change $N\epsilon$, the factor $1-x^2$ contributes $-2r^2\epsilon/(1-r^2)=-2r^2r^{2N}$, and the denominator contributes $+r^2r^{2N}$. Together,

$$D_N\simeq2w(1-r^2)r^N\,(1+C_N),\qquad C_N=r^{2N}\left[N(1-r^2)-r^2\right].$$

Since $C_N$ vanishes as $N$ grows, $D_{N+1}/D_N\to r$. At $r=0.5$ the splitting halves with each added cell in the long-chain limit.

## Comparison

The table gives $D_N$ from numerical diagonalisation of the $2N\times2N$ hopping matrix, the ratio to the next splitting, the scaling estimate $2wr^N=240/2^N$ meV, and the leading long-chain form $2w(1-r^2)r^N=180/2^N$ meV.

| $N$ | $D_N$ (meV) | $D_{N+1}/D_N$ | Estimate (meV) | Long chain (meV) |
|---|---|---|---|---|
| 1 | 120.0 | 0.414 | 120 | 90.0 |
| 2 | 49.7 | 0.468 | 60 | 45.0 |
| 3 | 23.3 | 0.489 | 30 | 22.5 |
| 4 | 11.37 | 0.496 | 15 | 11.25 |
| 6 | 2.82 | 0.4996 | 3.75 | 2.81 |
| 8 | 0.703 | 0.5000 | 0.94 | 0.703 |
| 10 | 0.176 | 0.5000 | 0.23 | 0.176 |

The closed form can be followed at $N=4$. Solving the condition numerically gives $\kappa=0.6901$, close to the long-chain value $\ln2=0.6931$. Then $\sinh\kappa=0.7463$ and $\sinh5\kappa=15.75$, so $D_4=240\times0.7463/15.75=11.37$ meV, as in the table.

**The prefactor.** The estimate has the right factor per cell but is too large by $1/(1-r^2)=4/3$ in long chains. The missing factor is normalisation. The weights of the left end state are proportional to $1,r^2,r^4,\dots$, whose sum is $1/(1-r^2)$, so its end site holds the fraction $1-r^2=0.75$ and not all of it. Let $L$ and $R$ be the left and right states, normalised in an infinitely long chain and then cut off at the ends of the finite one. In $\langle R|H|L\rangle$ the equation $va_n+wa_{n+1}=0$ cancels every term except the one at the last site, where $a_{N+1}$ is missing. What remains has magnitude

$$(1-r^2)\,v\,r^{N-1}=w(1-r^2)r^N,$$

and twice this is the long-chain splitting. The levels themselves are the even and odd combinations of $L$ and $R$. Each should carry half of 0.75 on each end site, and diagonalisation at $N=10$ gives 0.375 at both ends.

**The approach to one half.** The estimate predicts halving at every length, whereas in the table short chains lose more than half. To first order in the corrections,

$$\frac{D_{N+1}}{D_N}\simeq r\,(1-C_N+C_{N+1}).$$

For $r=0.5$, $C_N=4^{-N}(0.75N-0.25)$, and hence $C_N-C_{N+1}=4^{-N}(0.5625N-0.375)$. This is positive for every $N\ge1$, so at this order the ratio approaches one half from below. At $N=4$ the shortfall is $1.875/256=0.7\%$ of $r$, which agrees with the tabulated 0.496. For the chains computed, the ratio stays within 1% of one half from $N=4$ onward.

**Strong bonds at the ends.** Exchange $v$ and $w$, so that the end bonds are 120 meV and the inner ones 60 meV. The ratio of end bond to inner bond is now 2, which exceeds $N/(N+1)$ for every $N$, and no state lies in the gap. Replacing $\kappa$ by $i\theta$ gives standing waves with

$$E^2=(w-v)^2+2vw(1-\cos\theta),\qquad \frac{\sin N\theta}{\sin(N+1)\theta}=2 .$$

As $\theta$ runs from 0 to $\pi/(N+1)$, the ratio of sines goes from $N/(N+1)$ to infinity, so a solution lies in this interval. Its $\theta$ tends to zero as the chain grows, and the central separation tends to the full gap, $2(w-v)=120$ meV. Diagonalisation gives 125 meV at $N=13$, which is 0.994 of the value at $N=12$. The halving thus depends on the weak end bonds as well as on the hopping ratio.

## Effects outside the model

The hoppings are assumed round values, not measured ones. The system in mind is a row of vacancies written by a probe tip in a halogen monolayer on a metal. The lattice offers only certain spacings, so a real row has a discrete choice of hoppings, and the round value $r=0.5$ need not be exactly attainable. Such a system also breaks the assumption of sharp levels, because an electron in a vacancy state escapes into the metal. The sizes below use rough assumed inputs, and each effect is treated alone with the others switched off.

**Level width.** Suppose every vacancy level has the same Lorentzian width $G$ (full width at half maximum) from independent escape. This adds the same imaginary energy to every site, so it broadens the levels without moving them. The curvature of $1/(y^2+G^2/4)$ changes sign at $y^2=G^2/12$. Two equal peaks at $\pm D_N/2$ therefore show a dip between them only if $D_N>G/\sqrt3$. For $G=100$ meV this requires 57.7 meV, and the splitting is already smaller at $N=2$. The single cell exceeds the limit, but its levels are not yet in-gap end states. With this width, then, a spectrum taken at an end site would show the end-state doublet as one peak, not two, from $N=2$ onward. In a spectrum summed over a long row, the tails of the many other levels can hide even that peak. Seeing two peaks at $N=4$ would need $G$ below $\sqrt3\times11.37=19.7$ meV. The criterion leaves out the tails of the other levels, and it assumes a pure lifetime width. Weaker coupling to the metal reduces only that part. Coupling of the localised electron to lattice vibrations, which is not modelled here, can keep the line broad and make it closer to a Gaussian. Two equal Gaussian peaks show a dip only if $D_N>G/\sqrt{2\ln2}=0.849\,G$, which at $N=4$ needs $G$ below 13.4 meV.

**Temperature.** Tunnelling spectroscopy smears the spectrum with the derivative of the Fermi function. Its shape is $\operatorname{sech}^2(E/2k_BT)$, and its full width at half maximum is $4\operatorname{arccosh}(\sqrt2)\,k_BT$. At 4.2 K this is 1.28 meV, which exceeds the splitting from $N=8$ onward.

**Unequal ends.** Let the two end sites differ in energy by $d$, for example through a nearby defect. The states $L$ and $R$ then shift by $\pm(1-r^2)d/2$ relative to their mean, which itself moves if only one end is shifted, and with the coupling $D_N/2$ the two-level problem gives

$$D_N'\simeq\sqrt{D_N^2+(1-r^2)^2d^2}.$$

For $d=5$ meV the second term sets a floor of 3.75 meV, and $D_N$ falls below it at $N=6$. There the formula gives $\sqrt{2.82^2+3.75^2}=4.69$ meV, and diagonalisation gives the same to this precision. At $N=10$ the diagonalised splitting is 3.75 meV instead of 0.176 meV. Halving has stopped, and the remaining splitting measures the difference between the ends, not the coupling through the chain.

**Second-neighbour hopping.** A hopping $t_2$ between equivalent sites of adjacent cells shifts each end state, to first order, by $2t_2\sum_na_na_{n+1}=-2rt_2$ for normalised $a_n$ in a long chain. With $t_2=8$ meV the pair moves by $-8$ meV. Here the relative sign of $v$ and $w$ matters: if they had opposite signs, the shift would be $+8$ meV. Both ends move together, so this shift does not split them, but the decay per cell changes. For amplitudes proportional to $z^n$, with $C=(z+1/z)/2$, the bulk equations give

$$(E-2t_2C)^2=v^2+w^2+2vwC .$$

At $E=-8$ meV the root of smaller magnitude is $C=-1.240$, so $|z|=|C|-\sqrt{C^2-1}=0.507$. Diagonalisation gives the same ratio, 0.507, between $N=12$ and $N=13$. The limiting factor of one half therefore belongs to the nearest-neighbour model, and this $t_2$ changes it by about 1%.

Interaction between several added electrons and coupling between vacancies through the metal are not included, and their effect on the splitting has not been estimated here.
